The Scale Length of a Gate Dielectric on Depleted Silicon, part 2

How far does the influence of source and drain reach into the channel of a bulk transistor below threshold? In the model, x runs along the channel and y downwards from the silicon surface. A dielectric (thickness t, permittivity ε_i) lies between the gate at y = −t and depleted p-type silicon (permittivity ε_s, acceptor density N), whose depletion edge is at y = W. Units are Gaussian, e is the positive elementary charge, and the potential ψ is zero in the neutral silicon. The long-channel potential ψ₀ has the surface value ψ_s, with

ψ_s = 2πeNW²/ε_s,

ψ₀ = ψ_s(1 − y/W)² for 0 < y < W.

The deviation u = ψ − ψ₀ is a sum of modes Y(y)exp(−kx) from the source, and likewise from the drain. Y and εY′ are continuous at y = 0, and

(εY′)′ + k²εY = 0, with Y(−t) = Y(W) = 0,

Y = B sin k(W − y) in the silicon.

With λ = π/k, the largest λ is the scale length. For t ≠ W it follows from the smallest positive root of

tan(kt)/ε_i + tan(kW)/ε_s = 0,

where the left side increases with k through that root. For ε_i = ε_s, λ = t + W. If a is the smaller and b the larger of t and W,

max(b, 2a) < λ < 2b.

The condition u(W) = 0 holds to first order. The edge really moves by δ, and the neglected term is of second order (u_y is the derivative with respect to y):

δ = −W²u_y(W)/(2ψ_s),

u(W) = ψ_sδ²/W².

At temperature T, with V_T = k_BT/e and c = 4πeN/ε_s, thermal holes blur the edge, and

∇²u = (c/V_T) exp(−ψ₀/V_T) u.

For slow variation along x, this puts the effective plane above W by about WV_T/(2ψ_s). The size of the correction for faster variation is still to be found.

Q: For a thin dielectric I would rather have a formula than a root finder.

A: Let r = ε_s/ε_i and kW = π − θ. Then tan kW = −tan θ, and the condition becomes tan θ = r tan kt. When both z = kt and rz are small, use tan z = z + z³/3 + … and arctan q = q − q³/3 + …:

θ = r(z + z³/3) − r³z³/3 + … = rz + r(1 − r²)z³/3 + ….

Since π = kW + θ,

π = kW + rkt + r(1 − r²)k³t³/3 + ….

Divide by k, and in the last term replace k by its leading value π/(W + rt):

λ = W + rt + π²r(1 − r²)t³/[3(W + rt)²] + ….

The first two terms say that a thin dielectric counts as a silicon layer of thickness (ε_s/ε_i)t. For r = 1 the cubic term vanishes and the sum is t + W, as it must be. For a low permittivity the condition on rz is the stricter one. With 3 nm of silicon dioxide on W = 20 nm, kt is 0.35 but rkt is about 1, and the formula gives 29.0 nm to first order and 26.5 nm with the cubic term, against the root 27.1 nm.

Q: The first-order term contains t/ε_i. That is what engineers hold fixed when they quote an equivalent oxide thickness. So two stacks with the same equivalent thickness have the same λ?

A: To first order, yes. Beyond it, no. Let g = t/ε_i be fixed, along with W and ε_s. The condition reads

g tan(kt)/t + tan(kW)/ε_s = 0.

For t < W the wanted root has kt < π/2. In that range tan(z)/z increases with z, so tan(kt)/t increases with t at fixed k. A thicker dielectric raises the left side at every such k. Since the left side increases with k through its zero, the zero moves to smaller k and λ grows. At equal gate capacitance per area and equal W, the physically thicker dielectric has the longer scale length, as long as t < W.

Q: Let me see numbers for something like a real gate.

A: Take rough values in the regime of a hafnium-oxide gate on bulk silicon: t = 3 nm, ε_i = 20, ε_s = 11.7, W = 20 nm, ψ_s = 0.90 V and T = 300 K. The doping that belongs to them follows from the depletion formula. In Gaussian units ψ_s = 0.90/299.8 = 3.00 × 10⁻³ statvolt, e = 4.80 × 10⁻¹⁰ esu and W = 2.0 × 10⁻⁶ cm, so

N = ε_sψ_s/(2πeW²) = 2.9 × 10¹⁸ cm⁻³.

The root of the transcendental equation is

λ = 21.8 nm = 2.18 × 10⁻⁶ cm.

To verify it, take k = π/21.83 = 0.1439 nm⁻¹. Then kt = 0.432 and tan(kt)/ε_i = 0.461/20 = 0.0230. Also kW = 2.878 and tan(kW)/ε_s = −0.270/11.7 = −0.0230. The sum vanishes to the digits shown.

The thin-layer formula has r = 0.585 and rt = 1.755 nm. Its cubic term is

9.87 × 0.585 × 0.658 × 27/(3 × 21.755²) = 0.07 nm,

so it gives 20 + 1.755 + 0.07 = 21.83 nm. The disturbance falls by a factor of e every λ/π = 6.9 nm.

Q: And the other dielectrics?

A: Keep W = 20 nm and ε_s = 11.7 throughout.

With t = 3 nm and ε_i = 11.7, λ = 3 + 20 = 23.0 nm.

With t = 3 nm and ε_i = 3.9, the rough value for silicon dioxide, λ = 27.1 nm.

The example has an equivalent oxide thickness of 3 × 3.9/20 = 0.585 nm. Silicon dioxide of that thickness gives λ = 21.7 nm, slightly less than the 21.8 nm of the example. A stack of 15 nm with ε_i = 100 has the same equivalent thickness but gives 31.1 nm, in line with the bound λ > 2t = 30 nm. That last stack is there for comparison and is far from a typical transistor gate.

For a gate length L = 45 nm, the factor exp(−πL/(2λ)) from one junction to midchannel is 0.039 for the example, 0.046 for equal permittivities, 0.074 for 3 nm of silicon dioxide and 0.103 for the thick stack.

Q: Those factors describe one mode. The source has its own shape and depth. Why should its potential follow your mode?

A: It need not, and that is why there are many modes. Two of them with different k are orthogonal with weight ε. To see this, multiply the equation for Y_m by Y_n, subtract the same expression with m and n exchanged, and integrate:

[ε(Y_nY_m′ − Y_mY_n′)] + (k_m² − k_n²)∫εY_mY_n dy = 0.

The bracket vanishes at the outer planes and is continuous at the interface, so the integral is zero. The modes also form a complete set, by the standard theorem for this type of boundary-value problem. If u = u₀(y) on the side wall at x = 0, its expansion coefficients are therefore

a_n = ∫εY_nu₀dy / ∫εY_n²dy.

The shape of the source enters a_n and leaves k_n untouched.

This was tested on the two-dimensional Poisson equation, with doping and gate bias, on a mesh of 0.5 nm and with the depletion edge held at y = W. The source was held at 1.05 V, first over the full depth W and then over half of it. The decay between x = 50 and 80 nm gave λ = 21.84 nm in both cases, within 0.1 percent of the root.

Q: Then give me an actual voltage at midchannel.

A: Put equal side walls at x = 0 and x = L. By symmetry each mode varies as cosh k(x − L/2)/cosh(kL/2), which is 1 at both walls and 1/cosh(kL/2) in the middle. With L = 45 nm, both walls at 1.05 V over the full depth, and a linear potential along the sides of the dielectric, the first mode raises the surface potential at midchannel by 18.9 mV. The second mode has a scale length of 11.0 nm and lowers this to 18.3 mV. The two-dimensional solution gives 18.4 mV.

Q: All three share your fixed depletion edge. Is the disturbance small enough for that?

A: At this gate length, not comfortably. In the silicon the first mode is B sin k(W − y). At the surface sin kW = 0.26, so B = 18.9/0.26 = 73 mV. The slope at the edge is −kB = −10.5 mV/nm, and the edge moves by

δ = 400 nm² × 0.0105 V/nm/(2 × 0.90 V) = 2.3 nm.

The neglected second-order term is u(W) = ψ_sδ²/W² = 12 mV, about 17 percent of B. The 18 mV is thus a low estimate, and by much more than this midchannel figure suggests. A nonlinear two-dimensional solution with mobile holes at 300 K, a free edge and block-shaped junctions of depth W gives about 28 mV, roughly 55 percent more. With a free edge the potential on the plane y = W is positive or zero, whereas I set it to zero, and this can only raise the potential above that plane. A longer channel does not remove the error: far from a single junction the free-edge tail at 300 K exceeds the fixed-edge one by a factor of about 1.8 for a full-depth source and 1.3 for a half-depth one. The second-order term at midchannel then falls as the square of the disturbance, but the region near each junction stays nonlinear, and it sets the amplitude of the tail. The decay length is on firmer ground, as the limit reached far from the junctions. Closer in, higher modes and the displaced edge both change the local rate of decay, and whether it is slower or faster depends on the shape and depth of the source.

Q: You also promised me the size of the thermal correction to the edge.

A: With ψ_s and N fixed, the linear response of thermal holes changes λ from 21.829 nm to 21.773 nm at 300 K, a reduction of 0.3 percent. At 400 K the holes alone give 21.805 nm, which is closer to the abrupt-edge value and not farther from it. This is a test of the hole response only. At 400 K and ψ_s = 0.90 V, with a rough intrinsic density of 5 × 10¹² cm⁻³, the surface electrons reach about three quarters of the doping, the device is near threshold, and their screening lowers λ by about 0.2 nm.

Two effects compete. The effective plane rises by about WV_T/(2ψ_s), which shortens λ in proportion to T. A finite k adds −k²u to the right side of the equation for the depth profile in the edge region, so the mode bends back less and reaches deeper. Measured in Debye lengths L_D, this shift is proportional to (kL_D)². In absolute terms it is proportional to k²L_D³, hence to T^(3/2), because L_D² is proportional to T.

With s = T/(300 K) the change of λ should then be −αs + βs^(3/2). The value 21.815 nm, computed for one sixteenth of the thermal voltage, and the value at 300 K fix α ≈ 0.29 nm and β ≈ 0.23 nm, close to the leading-order values 0.285 nm and 0.22 nm of the two effects. At s = 4/3 this gives −0.03 nm, or 21.80 nm, in agreement with the computed value. The differences are far smaller than the uncertainty of the inputs. They matter here as a check of the explanation.

Q: What about everything else you left out?

A: The largest correction to λ that I have sized comes from the thin silicon dioxide that usually lies between a hafnium-based dielectric and silicon. Across thin layers εY′ is nearly constant, so their ratios of thickness to permittivity add. An oxide of 0.5 nm should therefore add about (11.7/3.9) × 0.5 = 1.5 nm. The full three-layer calculation gives λ = 23.2 nm, an increase of 1.3 nm or 6 percent.

A lateral permittivity of 25 in the dielectric, with the normal one kept at 20, changes λ by 0.1 percent. Electrons at the surface have a density of 1.6 percent of the doping, for a rough intrinsic density of 10¹⁰ cm⁻³, and their screening changes λ by 0.02 percent. If the heavy doping narrowed the gap by 60 meV, these figures would become 16 percent and 0.16 percent. This holds below threshold. In strong inversion the electrons screen the surface and the model fails.

For carriers of free-electron mass, the surface electron density is 0.2 percent of the effective density of states and the bulk hole density is 12 percent. Degeneracy is thus negligible for the electrons and modest for the holes. In a triangular well with the silicon surface field 2ψ_s/W and the longitudinal mass of about 0.92 free-electron masses, which holds for the lowest valleys on a (100) surface, confinement raises the lowest electron level by about 0.16 eV. Lighter confinement masses of 0.19 to 0.32, as for the other valleys or other orientations, give 0.23 to 0.28 eV. That affects the electron density and the threshold voltage, but not a scale length from which electrons are absent.

Q: And does the stack survive its own fields?

A: The field is 0.90 MV/cm at the silicon surface, 0.53 MV/cm in the high-permittivity layer and 2.7 MV/cm in an interfacial oxide. Rough breakdown fields are a few MV/cm for hafnium oxide and about 10 MV/cm for silicon dioxide, so neither layer is at its limit at this subthreshold bias. Driving the gate above threshold raises the fields in both layers, and the interfacial oxide must then be checked again at the full operating voltage.

For tunnelling through the 3 nm layer, take a rough rectangular barrier Φ = 1.5 eV, which neglects the field in the layer, and a mass m* = 0.15 m. The exponent is

2t(2m*Φ)^(1/2)/ħ = 14.6,

and the transmission factor is about 5 × 10⁻⁷. This is a leakage question and does not enter the electrostatic equation.

Q: How close is all this to a device that someone would build?

A: The permittivities, the doping of a few 10¹⁸ cm⁻³ and the gate length of some tens of nanometres are in the range of planar bulk transistors with hafnium-based gates. The 3 nm dielectric is somewhat thick for logic devices, where about 2 nm is a fair rough figure. The assumption of a single dielectric is broken by the interfacial oxide, which moves λ from about 22 to about 23 nm for 0.5 nm of oxide. Doping that varies with depth changes ψ₀ and W. If its depletion edge is still abrupt, the equation for u keeps its form with the new W. A thin silicon film on an insulator, or a fin with gates on several sides, has different boundary conditions and needs its own determinant.

Within the bulk model, at fixed W and for t < W, the scale length shrinks when t/ε_i is reduced at given t, and when t is reduced at given t/ε_i. The numerical output gives the values used here with further digits.

Computed values

```
Dielectric thickness t: 3.0 nm
Silicon depletion depth W: 20.0 nm
Dielectric permittivity (rough): 20.0
Silicon permittivity (rough): 11.7
Silicon dioxide permittivity (rough): 3.9
Surface potential: 0.90 V
Temperature: 300 K
Gate length: 45.0 nm
Source potential: 1.05 V
Doping from Gaussian formula: 2.910e+18 cm^-3
Scale length, root of equation: 21.8294 nm
Scale length, finite-volume eigenvalue: 21.8294 nm
Scale length, thin-dielectric formula: 21.8272 nm
First-order value W + (es/ei)t: 21.7550 nm
e-folding length lambda/pi: 6.949 nm
Second-mode length: 11.038 nm
2D fit, full-depth source: 21.841 nm
2D fit, half-depth source: 21.836 nm
Equal permittivities, same t: 23.000 nm
Silicon dioxide, same t: 27.140 nm
Oxide-equivalent thickness: 0.585 nm
Silicon dioxide of that thickness, lambda: 21.723 nm
Thick equivalent stack, thickness: 15.0 nm
Thick equivalent stack, permittivity: 100.0
Thick equivalent stack, lambda: 31.114 nm
exp(-pi L/(2 lambda)), example: 0.0392
exp(-pi L/(2 lambda)), equal permittivity: 0.0463
exp(-pi L/(2 lambda)), silicon dioxide same t: 0.0739
exp(-pi L/(2 lambda)), thick equivalent: 0.1031
Midchannel surface rise, 2D Poisson: 18.37 mV
Midchannel surface rise, one mode: 18.93 mV
Midchannel surface rise, two modes: 18.32 mV
Interfacial oxide thickness: 0.5 nm
Lambda with interfacial oxide: 23.170 nm
Lateral permittivity in anisotropy test: 25.0
Lambda with anisotropic dielectric: 21.859 nm
Lambda with thermal holes, 300 K: 21.7727 nm
Lambda with holes and electrons, 300 K: 21.7692 nm
Lambda with thermal holes, 400 K: 21.8048 nm
Lambda with holes, thermal voltage/16: 21.8151 nm
Intrinsic density (rough): 1.0e+10 cm^-3
Surface electrons / doping: 0.0155
Surface electrons / band density (mass m): 1.80e-03
Bulk holes / band density (mass m): 0.116
Silicon surface field: 0.900 MV/cm
High-k dielectric field: 0.526 MV/cm
Interfacial oxide field: 2.700 MV/cm
Tunnel barrier (rough): 1.50 eV
Tunnel mass (rough): 0.15 m
WKB exponent: 14.58
WKB factor: 4.65e-07
Confinement mass (rough): 0.92 m
Triangular-well ground energy: 0.162 eV
```
